\section*{The Hannay angle of classical spin precession, derived in two ways, part 2}

A classical spin precesses about a magnetic field whose direction, the unit vector $\mathbf b(t)$, makes one slow closed loop in the time $T$. We seek the extra angle: the change of the spin's azimuth beyond the dynamical angle $\int_0^T\omega\,dt$, modulo $2\pi$. The unit vector $\mathbf m$ along the spin obeys $\dot{\mathbf m}=\omega\,\mathbf b\times\mathbf m$. The rate $\omega$ is positive for right-handed precession and negative for protons, and $|\omega|T\gg1$. Spin is measured in units of $\hbar$.

The right-handed frame $\mathbf e_1,\mathbf e_2,\mathbf b$ returns with $\mathbf b$. We write $a=\mathbf e_2\cdot\dot{\mathbf e}_1$, $\Lambda=\omega-a$ and $\kappa=\mathbf e_1\cdot\dot{\mathbf b}+i\,\mathbf e_2\cdot\dot{\mathbf b}$. The spin has tilt $\theta$ from $\mathbf b$ and azimuth $\varphi$ about it.

A first derivation, from the equation of motion, gave the extra angle in the slow limit as the loop's signed solid angle $\Omega$, the Hannay angle. In the spherical frame, $-\oint a\,dt=\Omega-2\pi$ for one counterclockwise turn around the pole. The first correction is
\begin{equation}
\delta\varphi=\int_0^T\frac{|\dot{\mathbf b}|^2}{2\omega}\,dt
-\operatorname{Im}\left\{\frac{i}{\psi(0)}
\left[\frac{e^{-i\chi}\kappa m_\parallel}{\omega}\right]_0^T\right\},
\label{correction}
\end{equation}
with $\psi=\sin\theta\,e^{i\varphi}$, $m_\parallel=\mathbf m\cdot\mathbf b$ and $\chi=\int_0^t\Lambda\,dt'$. The second part is the end term.

On a cone of constant polar angle $\Theta$, the smooth timetable is $\Phi=2\pi t/T-\sin(2\pi t/T)$, with turning rate $\nu=\dot\Phi$; it starts and ends at rest. With $N=\omega T/2\pi$, the extra angle exceeds $\Omega$ by
\begin{equation}
\frac{3\pi\sin^2\Theta}{2N}+\frac{5\pi\cos\Theta\sin^2\Theta}{2N^2}+\dots
\label{smooth}
\end{equation}
For $\Theta=40^\circ$ this is $1.947/N+2.486/N^2$. The closing table also checks, for $\theta=60^\circ$ on this cone, the end term for steady turning and the drift of $\mathbf m\cdot\mathbf b$ on the smooth timetable, estimated as the largest $\sin\theta\,|\dot{\mathbf b}|/|\omega|$.

The second derivation takes none of these results as input. A spin $\mathbf S$ of length $S$ has canonical angle $\varphi$ and action $J=\mathbf S\cdot\mathbf b=S\cos\theta$. Its transverse components are $S_1=R\cos\varphi$ and $S_2=R\sin\varphi$, with $R=\sqrt{S^2-J^2}$ and $R'=dR/dJ=-J/R$. The brackets are those of an angular momentum, $\{S_1,S_2\}=J$ and cyclically. For a field at rest $H=\omega J$, with $\dot\varphi=\partial H/\partial J$ and $\dot J=-\partial H/\partial\varphi$.

\subsection{The Hamiltonian in the moving frame}

When the field moves, $J$ and $\varphi$ refer to moving axes, and the Hamiltonian gains a term. Let $\mathbf w$ be the angular velocity of the frame, so that $\dot{\mathbf e}_j=\mathbf w\times\mathbf e_j$, and likewise $\dot{\mathbf b}=\mathbf w\times\mathbf b$. For each component $S_j=\mathbf S\cdot\mathbf e_j$,
\begin{equation}
\dot S_j=\omega(\mathbf b\times\mathbf S)\cdot\mathbf e_j
+\mathbf S\cdot(\mathbf w\times\mathbf e_j)
=\big[(\omega\mathbf b-\mathbf w)\times\mathbf S\big]\cdot\mathbf e_j ,
\end{equation}
because $\mathbf S\cdot(\mathbf w\times\mathbf e_j)=(\mathbf S\times\mathbf w)\cdot\mathbf e_j$. The components thus precess about $\omega\mathbf b-\mathbf w$, and the Hamiltonian that generates this motion is
\begin{equation}
K=(\omega\mathbf b-\mathbf w)\cdot\mathbf S .
\end{equation}

The components of $\mathbf w$ follow from the triple product:
\begin{align}
a&=(\mathbf w\times\mathbf e_1)\cdot\mathbf e_2
=\mathbf w\cdot(\mathbf e_1\times\mathbf e_2)=\mathbf w\cdot\mathbf b,\\
\mathbf e_1\cdot\dot{\mathbf b}&=\mathbf w\cdot(\mathbf b\times\mathbf e_1)
=\mathbf w\cdot\mathbf e_2,\\
\mathbf e_2\cdot\dot{\mathbf b}&=\mathbf w\cdot(\mathbf b\times\mathbf e_2)
=-\mathbf w\cdot\mathbf e_1 .
\end{align}
Write $\kappa=ke^{i\delta}$ with $k=|\dot{\mathbf b}|$. Then $\mathbf w\cdot\mathbf e_1=-k\sin\delta$ and $\mathbf w\cdot\mathbf e_2=k\cos\delta$, and
\begin{equation}
K=\Lambda J-Rk(\sin\varphi\cos\delta-\cos\varphi\sin\delta)
=\Lambda J-Rk\sin(\varphi-\delta).
\label{K}
\end{equation}

The angle $\varphi$ runs fast while $k$, $\delta$ and $\Lambda$ change slowly. The average of (\ref{K}) over $\varphi$ is $\overline K=(\omega-a)J$. The averaged action is constant, and the averaged angle obeys
\begin{equation}
\dot\varphi=\frac{\partial\overline K}{\partial J}=\omega-a .
\end{equation}
The geometric term in the Hamiltonian is $-aJ$. It is proportional to $J$, and for that reason the Hannay angle $-\oint a\,dt$ is the same for every tilt.

\subsection{Why the average may be taken}

Dropping the oscillating term is justified by a canonical change of variables that removes it. Use the generating function $\varphi\bar J+G(\varphi,\bar J,t)$, for which
\begin{equation}
J=\bar J+\frac{\partial G}{\partial\varphi},\qquad
\bar\varphi=\varphi+\frac{\partial G}{\partial\bar J},\qquad
\bar K=K+\frac{\partial G}{\partial t}.
\label{canon}
\end{equation}
Choose $G$ so that $\Lambda\,\partial G/\partial\varphi$ cancels the oscillating term of (\ref{K}):
\begin{equation}
G=-\frac{R(\bar J)k}{\Lambda}\cos(\varphi-\delta),\qquad
\frac{\partial G}{\partial\varphi}=\frac{R(\bar J)k}{\Lambda}\sin(\varphi-\delta).
\label{G}
\end{equation}
Insert $J$ from (\ref{canon}) into $K$, and expand $R(J)=R(\bar J)+R'(\bar J)\,\partial G/\partial\varphi+\dots$. The terms of first order in $k$ cancel, apart from $\partial G/\partial t$, and
\begin{equation}
\bar K=\Lambda\bar J-\frac{R'Rk^2}{\Lambda}\sin^2(\varphi-\delta)
+\frac{\partial G}{\partial t}+\dots
\end{equation}
Here $R'R=-\bar J$, and $\sin^2$ averages to one half. The term $\partial G/\partial t$ is of order $S/(|\omega|T^2)$ and averages to zero over the angle. The oscillating terms that remain have this same size, and a second change of variables reduces their effect on the angle to order $1/(\omega T)^2$. To the order kept,
\begin{equation}
\bar K=\left(\omega-a+\frac{|\dot{\mathbf b}|^2}{2\omega}\right)\bar J .
\end{equation}
Differentiating with respect to $\bar J$ reproduces the correction found from the equation of motion, with the same sign and factor.

The end terms agree as well. From (\ref{canon}) and (\ref{G}),
\begin{equation}
\bar\varphi-\varphi=-\frac{R'k}{\Lambda}\cos(\varphi-\delta)
=\cot\theta\,\frac{k}{\Lambda}\cos(\varphi-\delta),
\end{equation}
since $-R'=J/R=\cot\theta$. This difference is zero when the field is at rest, and its average over $\varphi$ is zero. It becomes large when the spin lies almost along the field. The azimuth is then badly defined, and the result fails unless $|\tan\theta|\gg|\dot{\mathbf b}|/|\omega|$ when the motion starts or stops. A start and stop at rest weakens the condition without removing it: on the smooth timetable the tilt must still be well above $\sin\Theta/|N|^3$.

\subsection{The area without polar coordinates}

Let $D$ be the part of the sphere to the left of the loop, described by coordinates $u,v$ that are right-handed as seen from outside. Choose $\mathbf e_1,\mathbf e_2$ as smooth functions on all of $D$. This is possible when the loop does not cross itself, because $D$ then leaves out part of the sphere and can be shrunk smoothly to a point. Along the loop $a\,dt=A_u\,du+A_v\,dv$ with $A_u=\mathbf e_2\cdot\partial_u\mathbf e_1$ and $A_v=\mathbf e_2\cdot\partial_v\mathbf e_1$. Stokes' theorem requires the curl, in which the second derivatives of $\mathbf e_1$ cancel:
\begin{equation}
\partial_uA_v-\partial_vA_u
=\partial_u\mathbf e_2\cdot\partial_v\mathbf e_1-\partial_v\mathbf e_2\cdot\partial_u\mathbf e_1 .
\end{equation}
A derivative of $\mathbf e_1$ has no component along $\mathbf e_1$, and a derivative of $\mathbf e_2$ has none along $\mathbf e_2$. Only their components along $\mathbf b$ can overlap. Using $\mathbf b\cdot\partial\mathbf e_j=-\mathbf e_j\cdot\partial\mathbf b$,
\begin{align}
\partial_uA_v-\partial_vA_u
&=(\mathbf e_2\cdot\partial_u\mathbf b)(\mathbf e_1\cdot\partial_v\mathbf b)
-(\mathbf e_2\cdot\partial_v\mathbf b)(\mathbf e_1\cdot\partial_u\mathbf b)\nonumber\\
&=-\mathbf b\cdot(\partial_u\mathbf b\times\partial_v\mathbf b).
\end{align}
The triple product times $du\,dv$ is the element of solid angle. Therefore
\begin{equation}
-\oint a\,dt=\iint_D\mathbf b\cdot(\partial_u\mathbf b\times\partial_v\mathbf b)\,du\,dv=\Omega .
\end{equation}
There is no extra $-2\pi$ here, because this frame is smooth throughout $D$. The spherical frame is singular at the pole and makes one more turn along the loop.

An irregular loop with a field strength that varies along it shows the result away from the cone. Its solid angle, summed from spherical triangles, is 2.41645 rad. Direct rotation of the spin through 500 reference turns gives an extra angle of 2.42255 rad. The excess, 0.0061 rad, agrees with the second-order term of 0.00608 rad.

\subsection{What each derivation assumes}

Both derivations need a slow, smooth loop, a field that never vanishes and a spin that is not along the field. The first uses nothing beyond the linear equation of precession. It follows a single spin and needs no Hamiltonian. Since the equation is linear, it holds equally for the mean magnetization of many independent spins in the same field.

The second needs canonical variables, so it excludes damping from the outset, but it does not need $H$ to be linear in $J$. Suppose that a uniaxial anisotropy axis turns with the field, so that $H=H(J)$. The same averaging gives $\dot\varphi=H'(J)-a$, provided that $H'(J)$ does not vanish, and the geometric part is unchanged. The dynamical rate now depends on $J$, however. An abrupt start shifts $\bar J$ from the initial $J$ by order $S/(|\omega|T)$, and over the time $T$ this can change the angle by order one. A start from rest avoids the shift, since $G$ is then zero. For linear precession $H'$ is constant and the difficulty does not arise.

\subsection{Protons in water}

Consider water protons in a field of 1 mT whose direction makes one turn on a cone of $40^\circ$ in 10 ms, starting and ending at rest on the smooth timetable that led to (\ref{smooth}). The spins are tilted by $60^\circ$ from the field. The precession frequency is 42.576 kHz, so the loop contains $42.576\times10=425.76$ turns, a dynamical angle of 2675.15 rad. The expected Hannay angle has the magnitude
\begin{equation}
\Omega=2\pi(1-\cos40^\circ)=1.470\ \text{rad}=84.2^\circ .
\end{equation}

Protons have $\omega<0$. In the numbers below, angles are counted positive in the sense of precession, and the forward loop runs in that sense. This is the mirror image of a case with $\omega>0$, and reflection leaves the magnitudes unchanged. The extra angle is 1.47457 rad for the forward loop and $-1.46543$ rad for the reversed one. Reversal changes the sign of $\Omega$ but not that of the dynamical angle or of the second-order term. Half the difference and half the sum separate them:
\begin{align}
\tfrac12(1.47457+1.46543)&=1.47000\ \text{rad},\\
\tfrac12(1.47457-1.46543)&=0.00457\ \text{rad}.
\end{align}
The first is the solid angle to within $2\times10^{-5}$ rad. The second equals $1.947/425.76$, the leading term of (\ref{smooth}). In a measurement the dynamical angle cancels from the difference without being known, but halving an angle known modulo $2\pi$ fixes $\Omega$ only modulo $\pi$.

The Earth's field, roughly 0.05 mT, causes the largest shift of the half difference among the neglected effects considered here, unless it lies nearly across the cone axis. It also changes the dynamical angle, but if the reversed run retraces the forward one exactly backwards in time, the change is the same in both and cancels. If it is uncompensated and points along the cone axis, to the same side as the main field, it narrows the cone and changes the solid angle by $-0.123$ rad, or 8 per cent. Across the axis its first-order effect averages out around the loop, and $-0.004$ rad remains. A supply drift of 10 ppm between the two runs adds an error of 0.013 rad. A field spread of 100 ppm over the sample spreads the final azimuth by 0.27 rad, which weakens the signal. Relaxation with a rough time of 2 s leaves 99.5 per cent of the transverse part. The sample's own field, after polarization at 50 mT, would turn the spins by about $5\times10^{-4}$ rad if it acted in full; the actual shift depends on the shape of the sample.

\subsection{Damping in magnetic materials}

In a ferromagnet the magnetization also relaxes towards the field. Let $\mathbf m$ now be the unit vector along the magnetization, which for electrons is opposite to the spin. For an isotropic magnet with Gilbert damping constant $\alpha$ and $\omega>0$,
\begin{equation}
\dot{\mathbf m}=\frac{\omega}{1+\alpha^2}
\left[\mathbf b\times\mathbf m+\alpha\big(\mathbf b-(\mathbf m\cdot\mathbf b)\mathbf m\big)\right].
\end{equation}
Take the component along a fixed $\mathbf b$, with $\mathbf m\cdot\mathbf b=\cos\theta$. This gives $-\sin\theta\,\dot\theta=\alpha\omega\sin^2\theta/(1+\alpha^2)$. Dividing by $-\sin^2\theta$ and using $d\ln\tan(\theta/2)/d\theta=1/\sin\theta$,
\begin{equation}
\tan\frac{\theta(T)}2=\tan\frac{\theta(0)}2\,
\exp\left(-\frac{\alpha\omega T}{1+\alpha^2}\right).
\end{equation}
In a slowly moving field the magnetization precesses about, and relaxes towards, a direction that lags behind the field by about $|\dot{\mathbf b}|/\omega$. To leading order the formula then gives the tilt from that direction, even when this tilt is smaller than the lag. On the smooth timetable the lag closes at the end of the loop, apart from a remainder of about $\sin\Theta/N^3$ that comes from $\ddot\nu=(2\pi/T)^3$ at the stop. The formula gives the final tilt from the field as long as that tilt is well above this remainder. The Hannay angle therefore needs a window, $1\ll|\omega|T\ll1/\alpha$, if the signal is to survive nearly undiminished.

With $\alpha=0.01$, roughly the value for permalloy, and 20 turns on the same $40^\circ$ cone, the transverse part falls from 0.866 to 0.320. Half the difference between forward and reversed loops is 1.476 rad, which exceeds the solid angle by 0.006 rad. The $1/N^2$ term of (\ref{smooth}), which is odd under reversal, gives $2.486/400=0.006$ rad without damping. In this case damping thus weakens the signal far more than it shifts the angle. After 426 turns the formula would give a transverse part of about $3\times10^{-12}$, but this lies far below the remainder $\sin\Theta/N^3\approx8\times10^{-9}$ left by the stop, which does not depend on the initial azimuth. The final azimuth is then set by the way the field stops, and no Hannay angle can be read from it. Real magnetic layers also have shape and crystal anisotropy, which this model omits. Anisotropy fixed in the material does not turn with the field, so the axis of precession no longer follows $\mathbf b$, and the precession is in general elliptical. The geometric angle is then in general neither the solid angle of the applied field nor that of the precession axis. Its size depends on the layer and is not estimated here. The numerical output that follows gives the full set of values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
IRREGULAR LOOP, 500 reference turns
solid angle from triangles: 2.41645 rad
solid angle from line integral: 2.41645 rad
extra angle from dynamics: 2.42255 rad
second-order term: 0.00608 rad
worst misfit, all 24 runs: 1.3e-05 rad
WATER PROTONS
field: 1.000 mT
cone angle of field: 40.0 deg
tilt of spin from field: 60.0 deg
loop time: 10.0 ms
precession frequency: 42.576 kHz
precession turns in loop: 425.76
dynamical angle: 2675.15 rad
extra angle, forward: 1.47457 rad
extra angle, reversed: -1.46543 rad
half difference: 1.47000 rad
solid angle: 1.46999 rad = 84.22 deg
half sum: 0.00457 rad
second-order term: 0.00457 rad
SLOW LIMIT, same cone: extra angle minus solid angle
5 turns: 0.52857 rad
50 turns: 0.03997 rad
100 turns: 0.01972 rad
200 turns: 0.00980 rad
400 turns: 0.00488 rad
ABRUPT START AND STOP, 200 turns: end term
initial azimuth 0 rad: dynamics -0.00184 rad, formula -0.00185 rad
initial azimuth 1 rad: dynamics 0.00044 rad, formula 0.00041 rad
DRIFT OF m.b, 40 turns: largest 0.0292, estimate 0.0278
LEFT OUT OF WATER EXAMPLE (rough inputs)
stray field: 0.050 mT
solid angle shift, stray along axis: -0.1227 rad
solid angle shift, stray across axis: -0.0037 rad
supply drift between runs: 10 ppm
half-difference error from it: 0.0134 rad
field spread over sample: 100 ppm
spread of final azimuth: 0.268 rad
transverse relaxation time: 2.0 s
transverse part kept: 0.9950
temperature: 300 K
prepolarizing field: 50 mT
sample's own field scale: 0.202 nT
azimuth scale from it: 5.4e-04 rad
DAMPED MAGNET, alpha = 0.01, 20 turns
transverse part at start: 0.8660
transverse part at end: dynamics 0.3204, formula 0.3200
half difference of angles: 1.4762 rad
transverse part after 426 turns, formula: 2.8e-12
\end{verbatim}
